\section*{Stress from a rigid compensation charge in the projector augmented-wave method, part 2}

We seek the strain derivative of an energy $E[\tilde\rho]$ in the projector augmented-wave (PAW) method, in Hartree atomic units with electron density positive and nuclei negative. The strain $r'_a=r_a+\sum_b\epsilon_{ab}r_b$ keeps fractional positions, occupations $f_n$ and plane-wave coefficients $c_{n\mathbf G}$ fixed. $\dot X_{ab}=dX/d\epsilon_{ab}$ at $\epsilon=0$, $J=\det(1+\epsilon)$, $\Omega$ is the cell volume, $\sigma_{ab}=\dot E_{ab}/\Omega$, $P=-\tfrac13\operatorname{tr}\sigma$.

Here $\tilde\rho=\tilde n+\hat n$, $\tilde n=\sum_nf_n|\tilde\psi_n|^2$, $\tilde v=\delta E/\delta\tilde\rho$, $\hat n=\sum_{\mathbf R}\hat n_R$, $\hat n_R=\sum_LQ_L^Rg_L(\mathbf x)$, $\mathbf x=\mathbf r-\mathbf R$. Rigid shapes $g_L=g_l(x)Y_L$ (real harmonics, $L=(l,m)$) satisfy $\int g_L\,r^{l'}Y_{L'}\,d^3r=\delta_{LL'}$. With rigid projectors $p_i$, $P_{ni}=\langle p_i^R|\tilde\psi_n\rangle$, $\rho^R_{ij}=\sum_nf_nP_{ni}^*P_{nj}$ and $Q^R_L=\sum_{ij}q^L_{ij}\rho^R_{ij}-\delta_{L0}Z/\sqrt{4\pi}$.

Pulled back to the unstrained cell, $\hat n$ becomes $m_\epsilon(\mathbf r)=J\sum_{\mathbf R,L}Q_L^R(\epsilon)\,g_L\big((1+\epsilon)(\mathbf r-\mathbf R)\big)$, and $\int_\Omega\tilde v\,\dot m_{ab}\,d^3r=V_{ab}+M_{ab}+S_{ab}$. With $W_L^R=\int\tilde v\,g_L\,d^3r$,
\begin{align}
\dot E_{ab}&=H_{ab}+V_{ab}+M_{ab}+S_{ab},\label{main}\\
V_{ab}&=\delta_{ab}\int_\Omega\tilde v\,\hat n\,d^3r=\delta_{ab}\sum_{R,L}Q^R_LW^R_L,\\
M_{ab}&=\sum_{R,L}\dot Q^R_{L,ab}W_L^R,\\
S_{ab}&=\sum_{R,L}Q_L^R\int\tilde v\,(\mathbf r-\mathbf R)_b\,\partial_ag_L\,d^3r .
\end{align}
$H$ deforms all of $\tilde\rho$ with the cell. From (b), for the Hartree energy $E_H$ ($\mathbf G=0$ omitted)
\begin{equation}
H_{ab}=-\delta_{ab}E_H+\Omega\sum_{\mathbf G\neq0}4\pi|\tilde\rho_{\mathbf G}|^2\frac{G_aG_b}{G^4},
\end{equation}
with trace $-E_H$; for Slater exchange $H_{ab}=-\tfrac13\delta_{ab}E$. From (c),
\begin{equation}
V_{ab}+S_{ab}=-\sum_R\int(\partial_a\tilde v)\,(\mathbf r-\mathbf R)_b\,\hat n_R\,d^3r,\label{virial}
\end{equation}
or, with $\tilde g_L(\mathbf G)=\int g_L\,e^{-i\mathbf G\cdot\mathbf x}d^3x$,
\begin{equation}
V_{ab}+S_{ab}=-\sum_{R,L}Q_L^R\sum_{\mathbf G}\tilde v^*_{\mathbf G}\,e^{-i\mathbf G\cdot\mathbf R}\,G_a\frac{\partial\tilde g_L}{\partial G_b}.
\end{equation}
From (d), $P_i(\epsilon)=J^{1/2}\int p_i\big((1+\epsilon)\mathbf x\big)\tilde\psi\,d^3r$ and
\begin{equation}
\dot P_{i,ab}=\tfrac12\delta_{ab}P_i+\int\tilde\psi\,x_b\partial_ap_i\,d^3r=-\tfrac12\delta_{ab}P_i-\int p_i\,x_b\partial_a\tilde\psi\,d^3r.\label{dP}
\end{equation}
From (e), $E_{\rm tot}=\tilde T+E+\sum_RE^1_R$, with $\tilde T$ the smooth kinetic energy, $E^1_R$ the one-centre correction and $D^1_{ij}=\partial E^1/\partial\rho_{ij}$. For self-consistent orbitals with eigenvalues $\varepsilon_n$, $O_{ij}=\sqrt{4\pi}\,q^{00}_{ij}$ and $\hat D_{ij}=\sum_Lq^L_{ij}W_L$,
\begin{align}
\dot E_{{\rm tot},ab}={}&-\sum_{n\mathbf G}f_n|c_{n\mathbf G}|^2G_aG_b+H_{ab}+V_{ab}+S_{ab}\nonumber\\
&+\sum_{n,R,ij}f_n\big(\hat D_{ij}+D^1_{ij}-\varepsilon_nO_{ij}\big)\frac{d(P_{ni}^*P_{nj})}{d\epsilon_{ab}} .\label{total}
\end{align}
With $\hat N=\int_\Omega\hat n=\sqrt{4\pi}\sum_RQ^R_{0}$, a shift $\tilde v\to\tilde v+c$ gives
\begin{equation}
\Delta V_{ab}=c\hat N\delta_{ab},\qquad\Delta S_{ab}=-c\hat N\delta_{ab},\qquad\Delta M_{ab}=c\,\dot{\hat N}_{ab},
\end{equation}
and $\varepsilon_n\to\varepsilon_n+c$, leaving (\ref{total}) unchanged.

\section*{(f) Rotations}

Let $q^L_{ij}=k^{l}_{l_il_j}\int Y_LY_iY_j\,d\hat{\mathbf x}$, with complete $m$-multiplets of projectors. What holds for the antisymmetric parts of $S$ and $M$?

\subsection*{Solution}

An antisymmetric $\epsilon$ makes $\mathcal R=1+\epsilon$ a rotation to first order, with $J=1$. Write $Y_i(\mathcal R\hat{\mathbf x})=\sum_{i'}U_{ii'}Y_{i'}(\hat{\mathbf x})$, where $U$ is orthogonal and mixes $m$ within each $l$. From (d), $P'_i=\sum U_{ii'}P_{i'}$. Orthogonality gives $\sum_iU_{ii'}Y_i(\hat{\mathbf x})=Y_{i'}(\mathcal R^{-1}\hat{\mathbf x})$, and the substitution $\hat{\mathbf x}=\mathcal R\hat{\mathbf y}$ yields
\begin{equation}
\sum_{ij}q^L_{ij}U_{ii'}U_{jj'}=k^l_{l_{i'}l_{j'}}\int Y_L(\mathcal R\hat{\mathbf y})Y_{i'}Y_{j'}\,d\hat{\mathbf y}=\sum_{L'}U_{LL'}q^{L'}_{i'j'} .
\end{equation}
Hence $Q'_L=\sum U_{LL'}Q_{L'}$, and $m_\epsilon=\sum Q_{L'}U_{LL'}U_{LL''}g_{L''}=\hat n$. The pulled-back charge is unchanged, so the antisymmetric part of $\dot m_{ab}$ vanishes and
\begin{equation}
S_{ab}-S_{ba}=-(M_{ab}-M_{ba}).
\end{equation}
By (\ref{virial}), $S_{ab}-S_{ba}$ is, up to sign, the torque on the rigid multipoles. For $l=0$, $x_b\partial_ag_0\propto x_ax_b$ is symmetric and there is no torque. For $l>0$, $S$ can be unsymmetric, while $S+M$ is symmetric.

\section*{(g) Rigid monopoles on a rocksalt lattice}

Take $\tilde n=0$ and fixed charges $q=\pm1$, each spread as $q(\alpha/\pi)^{3/2}e^{-\alpha x^2}$, on a rocksalt lattice with nearest distance $d=5$ bohr, $\Omega=250$ bohr$^3$ and $\alpha=2$ bohr$^{-2}$ (round model values). Find each term of (\ref{main}) for the Hartree energy, and find how $V+S$ depends on $\alpha$ in a cell of lower symmetry.

\subsection*{Solution}

Here $M=0$. The transform of a unit Gaussian is $e^{-G^2/4\alpha}$; the product of two is the transform of a Gaussian of exponent $\gamma=\alpha/2$, whose potential at separation $r$ is their interaction. That potential is $\phi=\operatorname{erf}(\sqrt\gamma r)/r$, since $\nabla^2\phi=(r\phi)''/r=-4\pi(\gamma/\pi)^{3/2}e^{-\gamma r^2}$. It differs from $1/r$ by the relative amount $\operatorname{erfc}(\sqrt\gamma r)<e^{-\gamma r^2}$, below $e^{-25}$ at $r=d$, which is neglected. At $r=0$ it is $2\sqrt{\gamma/\pi}=\sqrt{2\alpha/\pi}$, and half of this is the self-energy of one ion. For two ions $E_{\rm s}=2\sqrt{\alpha/2\pi}=1.128379$ Ha. The point-ion energy per cell is $E_{\rm M}=-\mathcal M/d$; an Evjen sum over neutral cubes gives the Madelung constant $\mathcal M=1.747565$, so $E_{\rm M}=-0.349513$ Ha and $E_H=1.128379-0.349513=0.778866$ Ha.

$E_{\rm s}$ does not depend on strain, and $E_{\rm M}$ scales as an inverse length, so $\operatorname{tr}\dot E=-E_{\rm M}$. Cubic symmetry makes each tensor a multiple of $\delta_{ab}$. Using (b) for $H$ and $\int\tilde v\hat n=2E_H$ for $V$,
\begin{align}
\dot E_{xx}&=-E_{\rm M}/3=0.116504\ \text{Ha},\quad H_{xx}=-E_H/3=-0.259622\ \text{Ha},\nonumber\\
V_{xx}&=2E_H=1.557732\ \text{Ha},\\
S_{xx}&=\dot E_{xx}-H_{xx}-V_{xx}=E_{\rm s}/3-2E_H=-1.181606\ \text{Ha}.\nonumber
\end{align}
Direct quadrature of the $S$ integral gives the same value. The stress is $0.116504/250=4.660\times10^{-4}$ Ha/bohr$^3=13.7$ GPa, a tension, because the model has no short-range repulsion. $H$ alone gives $-30.6$ GPa, since it dilates the Gaussians and lowers their self-repulsion; $H+S$ without $V$ gives $-169.6$ GPa.

For any neutral cell (in a charged one the omitted $\mathbf G=0$ term amounts to a uniform background, and the argument below fails), split $\tilde v$ near an ion into its own potential and the rest, $v_{\rm ext}$, which is harmonic there when overlap is neglected. The self part of (\ref{virial}) is isotropic, and its trace, symmetrized in $\mathbf x\leftrightarrow\mathbf x'$, is
\begin{equation}
\iint\hat n_R\hat n_R'\,\frac{\mathbf x\cdot(\mathbf x-\mathbf x')}{|\mathbf x-\mathbf x'|^3}=\frac12\iint\frac{\hat n_R\hat n'_R}{|\mathbf x-\mathbf x'|},
\end{equation}
the self-energy. In the external part, $x_b\hat n_R=-\partial_b\hat n_R/2\alpha$; integration by parts gives $-(2\alpha)^{-1}\int\hat n_R\,\partial_a\partial_bv_{\rm ext}$, and a spherical average of a harmonic function is its central value. Therefore
\begin{equation}
V_{ab}+S_{ab}=\tfrac13E_{\rm s}\delta_{ab}-\frac{1}{2\alpha}\sum_Rq_R\,\partial_a\partial_bv_{\rm ext}(\mathbf R).
\end{equation}
The second term is traceless and vanishes at a cubic site, leaving $E_{\rm s}/3=0.376126$ Ha. In the distorted cell of the numerical output, taken as the new reference, the $xy$ sum is $0.019725$ Ha for $\alpha=2$ and $3$ bohr$^{-2}$; this independence of the width was tested. Subtracting $H_{xy}$ gives $0.019725-0.017901=0.001824$ Ha and $0.019725-0.018509=0.001216$ Ha, in the ratio $3:2$ that the $1/\alpha$ law requires.

\section*{(h) A model with changing moments}

A triclinic cell of $234$ bohr$^3$ holds two unit nuclear charges $2.394$ bohr apart and one doubly occupied orbital in 125 plane waves. The $g_L\propto x^lY_Le^{-\alpha x^2}$ have $l\le2$ and $\alpha=2$ bohr$^{-2}$; the $s$ and $p$ projectors have the same form and normalization with exponent $1.5$ bohr$^{-2}$. $E$ is the Hartree energy and $E^1=\sum D^1_{ij}\rho_{ij}$ with diagonal $D^1_s=-0.3$ and $D^1_p=-0.5$ Ha. The cell vectors, the $k$ and the self-consistent moments (ordered $s$; $x,y,z$; $xy,yz,xz,z^2,x^2-y^2$) are in the numerical output below. The parameters are round values and describe no material. Assemble $\dot E_{{\rm tot},xx}$ and read the terms.

\subsection*{Solution}

Inversion through the bond midpoint exchanges the atoms and multiplies $Q_L$, $\dot Q_L$ and $W_L$ by $(-1)^l$, so both atoms contribute equally. The monopole parts are
\begin{align}
V_{xx}&\approx2(-0.22355)(-1.21457)=0.5430\ \text{Ha},\nonumber\\
M_{xx}&\approx2(-0.04609)(-1.21457)=0.1120\ \text{Ha},
\end{align}
against the full values $0.542975$ and $0.112166$ Ha. With $H_{xx}=-0.080933$ and $S_{xx}=-0.378825$ Ha,
\begin{equation}
\dot E_{H,xx}=-0.080933+0.542975-0.378825+0.112166=0.19538\ \text{Ha}.
\end{equation}
Central differences of $E_H$, rebuilt in strained cells from the Fourier transforms of $g_L$ and $p_i$, match (\ref{main}) in all nine components, the largest difference being $8\times10^{-10}$ Ha. Separate tests with frozen $Q$ and with frozen geometry confirmed $H+V+S$ and $M$, and further ones confirmed $\dot Q$, both forms in (c), and (\ref{main}) for Slater exchange on the same orbital ($xx$ component $0.259441$ Ha).

The charge derivative is $\dot{\hat N}_{xx}=2\sqrt{4\pi}(-0.04609)=-0.3268$. The term $-\tfrac12\delta_{ab}P_i$ in the last form of (\ref{dP}), the only one that survives for a uniform orbital, contributes minus the valence compensation charge of the present orbital, $-0.4151$; the remaining $+0.0883$ is the gradient term. With $\varepsilon=-0.150922$ Ha the constraint term is $-\varepsilon\dot{\hat N}_{xx}=-(-0.150922)(-0.326763)=-0.049316$ Ha. Adding the kinetic and one-centre terms,
\begin{equation}
\dot E_{{\rm tot},xx}=-0.111182+0.195382+0.199795-0.049316=0.23468\ \text{Ha}.
\end{equation}
Differences of the energy with the orbital made self-consistent again in each strained cell agree for six symmetric strains, at worst to $2\times10^{-9}$ Ha. Thus $\sigma_{xx}=(0.23468/234)\times29421\ \text{GPa}=29.5$ GPa and $P=-21.2$ GPa at clamped fractional positions. These values belong to the basis of 125 plane waves and are not converged: with 343 plane waves they become $27.3$ and $-19.4$ GPa.

For the shift $c=0.7$ Ha, $\hat N=0.415081-2=-1.584919$ and $c\hat N=-1.109443$ Ha. $V_{xx}$ becomes $-0.566469$ and $S_{xx}$ becomes $0.730618$ Ha; both change sign, and their sum stays $0.164149$ Ha. $M_{xx}$ becomes $0.112166+0.7(-0.326763)=-0.116568$ Ha, and the total is unchanged, as tested. The antisymmetric part $\tfrac12(S_{xz}-S_{zx})$ is $3.14\times10^{-5}$ Ha, small beside the symmetric $-8.5\times10^{-3}$ Ha, and it is cancelled by that of $M$ to better than $10^{-9}$ Ha.

\section*{Computed values}
\begin{verbatim}
A: cell rows (bohr): [[6.0, 0.0, 0.0], [1.0, 6.0, 0.0], [0.5, -0.5, 6.5]]
fractional positions: [[0.1, 0.15, 0.2], [0.4, 0.3, 0.35]]
volume 234.000 bohr^3, distance 2.3941 bohr
alpha 2.0 bohr^-2, beta 1.5 bohr^-2, Z 1.0, f 2.0, PW 125, grid 32^3
radial q: ss0 0.5, pp0 0.5, sp1 0.5, pp2 2.0 (a.u.); D0 s -0.3, p -0.5 Ha
eigenvalue -0.150922 Ha, gap 0.312872 Ha
T 0.268551, E_H 0.182761, E_onecentre -0.250670, E 0.200642 Ha
int n 1.584919 e, valence part of nhat 0.415081 e
atom 1 Q_L (e bohr^l):  -0.22355 0.00925 0.00432 0.00532 0.00107 0.00061 0.00132 -0.00037 0.00090
atom 1 int v g_L (a.u.):-1.21457 0.00250 0.00103 0.00296 -0.01672 -0.00960 -0.02030 0.01001 -0.01940
atom 1 dQ_L/de_xx:      -0.04609 -0.01565 -0.00551 -0.00665 -0.00234 -0.00108 -0.00285 0.00123 -0.00254
symmetrized dE/de (Ha):  xx  yy  zz  yz  xz  xy
homogeneous      -0.080933  -0.050431  -0.051397  -0.006086  -0.011559  -0.009511
volume            0.542975   0.542975   0.542975   0.000000   0.000000   0.000000
shape            -0.378825  -0.362628  -0.363531  -0.004084  -0.008511  -0.006980
volume+shape      0.164149   0.180347   0.179443  -0.004084  -0.008511  -0.006980
moment change     0.112166   0.093726   0.095499   0.003027   0.008411   0.007405
Hartree sum       0.195382   0.223641   0.223545  -0.007142  -0.011660  -0.009086
Hartree FD        0.195382   0.223641   0.223545  -0.007142  -0.011660  -0.009086
kinetic          -0.111182  -0.207522  -0.218398   0.012301   0.030191   0.026490
one-centre        0.199795   0.165424   0.168789   0.005887   0.016170   0.014159
-eps*O           -0.049316  -0.041261  -0.042041  -0.001319  -0.003664  -0.003224
total             0.234680   0.140282   0.131894   0.009726   0.031036   0.028339
relaxed FD        0.234680   0.140282   0.131894   0.009726   0.031036   0.028339
Slater formula    0.259441   0.230563   0.233422   0.004960   0.013707   0.012003
Slater FD         0.259441   0.230563   0.233422   0.004960   0.013707   0.012003
dNhat/de (e)     -0.326763  -0.273392  -0.278563  -0.008741  -0.024277  -0.021362
sigma (GPa)      29.506477  17.637735  16.583142   1.222855   3.902232   3.563059
pressure -21.2425 GPa; 1 Ha/bohr^3 = 29421.02 GPa
antisym shape  yz xz xy (Ha): 8.8815e-06 3.1394e-05 1.0010e-05
antisym moment yz xz xy (Ha): -8.8815e-06 -3.1394e-05 -1.0010e-05
max |FD-formula| (Ha): Hartree 8.2e-10, relaxed 2.2e-09, h 0.0001
shift 0.7 Ha, xx: volume -0.566469, shape 0.730618, moment -0.116568 Ha
Slater E_x -0.434095 Ha, min density 1.21e-03 bohr^-3
B: rocksalt, d 5.0 bohr, volume 250.0 bohr^3, alpha 2.0 bohr^-2
Madelung constant (Evjen, n=40) 1.747565
E_H 0.778866, E_self (two ions) 1.128379, E_Madelung -0.349513 Ha
xx (Ha): homogeneous -0.259622, volume 1.557732, shape -1.181606
xx (Ha): volume+shape 0.376126, sum 0.116504, -E_Madelung/3 0.116504
sigma_xx 4.66017e-04 Ha/bohr^3 = 13.711 GPa
sigma_xx, homogeneous term only -30.553 GPa
sigma_xx, volume term omitted -169.610 GPa
distortion e: [[0.05, 0.04, 0.0], [0.04, -0.03, 0.02], [0.0, 0.02, 0.0]] ; dE/de (Ha):
hom, alpha 2     -0.279559  -0.244034  -0.257351   0.010481   0.001438   0.017901
hom, alpha 3     -0.365053  -0.327726  -0.341762   0.010840   0.001475   0.018509
sum, alpha 2      0.093683   0.134613   0.119139   0.011559   0.001548   0.019725
sum, alpha 3      0.093683   0.134613   0.119139   0.011559   0.001548   0.019725
\end{verbatim}
